# Square-root conductivity of a random two-phase sheet by finite-size extrapolation

A film is half converted from a resistive phase to a conducting one. The phases have sheet conductances of 50 and 400 mS. Averaging the conductances gives 225 mS; averaging the resistances, 2.5 and 20 ohm per square, gives 11.25 ohm per square, or 89 mS. A network calculation can also mislead. The mean conductance of all sheets three bonds long is 154 mS, and a network with one node per random pixel stays about 15% below the continuum value even on a large sheet. For a random mixture whose in-plane pattern has no preferred direction and treats both phases alike, with each phase extending through the thickness, the value sought is $\sqrt{400\times50}=141.4$ mS. Reaching it reliably requires the right network and a known finite-size error.

## Network and solver

Take a square lattice with $R$ rows and $C$ horizontal bonds per row. Equipotential bars at the left and right are held at potentials 1 and 0; the upper and lower edges are free. Vertical bonds join adjacent rows in the $C-1$ interior columns. Write $H_{rc}$ and $V_{rc}$ for the horizontal and vertical bond conductances. The basic sample has $R=C=n$. If all bonds equal $g$, each row contributes $g/n$ and the $n$ rows give $G=g$, so $G$ is directly a sheet conductance.

Each bond is independently $g_1$ or $g_2$ with probability $1/2$, and $h=g_1/g_2>1$ is finite. At every interior node $i$, current conservation requires
$$\sum_j g_{ij}(u_i-u_j)=0 .$$
The diagonal matrix element is the sum of the conductances meeting at $i$; the off-diagonal elements are $-g_{ij}$. The left bar supplies the right-hand side $H_{r1}$ in the first interior column. The matrix is positive definite, because its quadratic form is the power dissipated with both bars grounded, which vanishes only if every node is at zero. With nodes numbered along the rows the bandwidth is $n-1$, so banded Cholesky elimination of $n(n-1)$ unknowns costs of order $n^4$ operations. Then
$$G=\sum_r H_{r1}(1-u_{r1}).$$
With $v_b$ the potential drop on bond $b$, regrouping the power by nodes gives
$$\sum_b g_bv_b^2=\sum_i u_i\,(\text{net current leaving }i)=1\cdot G+0 ,$$
since interior nodes have no net current and the right bar is at zero. Power and conductance are therefore equal at unit voltage.

## Duality at finite size

Assign a number $\psi$ to each face of the lattice, including one outer face above and one below. For a horizontal bond carrying current $i$ to the right, set $\psi_{\rm below}-\psi_{\rm above}=i$. For a vertical bond carrying $i$ downward, set $\psi_{\rm left}-\psi_{\rm right}=i$. Going once around a node, these differences add up to its net current, which is zero, so $\psi$ is well defined. Between the upper and lower outer faces it rises by the total current $G$.

The potential drop on a bond is $i/g_b=(1/g_b)\Delta\psi$. These drops sum to zero around every inner face. That is current conservation for a network whose nodes are the faces, whose potentials are $\psi$, and whose bonds have conductance $1/g_b$. A bar has no drop along it, so it contributes no bond and becomes a free edge of the face network. The current in the face network, counted across one row of the original, is the sum of the potential drops along that row, which is 1. Its conductance is thus $1/G$. The face network has $C$ lines of $R$ bonds; transposing it gives
$$G[H,V]\;G[1/H^T,1/V^T]=1 ,$$
where the reciprocals are taken element by element. For a 5 by 8 network with arbitrary conductances between 0.2 and 5, two different solvers gave a product equal to 1 within $3\times10^{-15}$.

Multiplying all conductances by a constant multiplies $G$ by it. Multiply the second network by $g_1g_2$: its bonds become $g_1g_2/g_b$, which exchanges the phases. Hence
$$G\,\tilde G=g_1g_2 ,$$
where the partner $\tilde G$ belongs to the transposed, phase-exchanged sheet.

The five-bond case $n=2$ can be done by hand. Let the upper row be $(400,50)$, the lower row $(50,400)$ and the bridge 400 mS. The upper and lower node potentials $u,v$ obey
$$850u-400v=400,\qquad 850v-400u=50 .$$
Adding gives $u+v=1$; subtracting gives $u-v=350/1250=0.28$. So $u=0.64$, $v=0.36$, and
$$G=400(0.36)+50(0.64)=176\ \text{mS}.$$
The partner has rows $(50,400)$ and $(400,50)$ and bridge 50 mS. Its equations, $500u-50v=50$ and $500v-50u=400$, give $u=0.1818$, $v=0.8182$ and $\tilde G=50(0.8182)+400(0.1818)=113.6$ mS. The product is $20\,000$ mS², as required.

## What is fixed and what must be extrapolated

Define $X=\ln(G/\sqrt{g_1g_2})$. Duality sends $X$ to $-X$. For square samples at fraction one half, a sheet and its partner are equally probable, so $X$ is distributed symmetrically about zero. The geometric mean of $G$ is therefore $\sqrt{g_1g_2}$ at every $n$. At another fraction $p$ of $g_1$, the partner belongs to fraction $1-p$, and
$$\langle X\rangle_p=-\langle X\rangle_{1-p}.$$
Enumeration of all 8192 sheets with $n=3$ gives $-0.468$ and $+0.468$ at fractions 0.3 and 0.7.

The arithmetic mean behaves differently. By symmetry the odd part of $e^X$ averages to zero, leaving
$$\frac{\langle G\rangle}{\sqrt{g_1g_2}}=\langle e^X\rangle=\langle\cosh X\rangle\ge1 .$$
It is 169.8 mS for $n=2$ and 154.2 mS for $n=3$, respectively 20% and 9% above the square root.

This excess can be bracketed. Raising any bond conductance cannot lower $G$ (shown below), so $g_2\le G\le g_1$ and $|X|\le\frac12\ln h$. Taylor's formula, $\cosh X=1+\frac12X^2\cosh\xi$ with $|\xi|\le|X|$, then gives
$$\tfrac12\operatorname{Var}X\le\frac{\langle G\rangle}{\sqrt{g_1g_2}}-1\le\tfrac12\cosh(\tfrac12\ln h)\operatorname{Var}X .$$
For $h=8$ the extra factor on the right is $(\sqrt8+1/\sqrt8)/2=1.59$. The bias vanishes if the variance does. Duality alone does not establish that.

## Why the fluctuations vanish

**Response to one bond.** Differentiate the power $G=\sum_b g_bv_b^2$ with respect to $g_b$. The induced changes of the interior potentials contribute nothing, because the derivative of the power with respect to $u_i$ is twice the net current at $i$, which is zero. Thus $\partial G/\partial g_b=v_b^2\ge0$, and
$$\frac{\partial\ln G}{\partial\ln g_b}=\frac{g_bv_b^2}{G}\equiv p_b,\qquad \sum_bp_b=1 .$$
The sensitivity to a bond is its share of the power.

A change of phase is a finite step. Seen from the ends of the bond, the rest of the network is a source $V_0$ in series with a resistance $R_b$, neither depending on $g_b$. Hence $v_b=V_0/(1+g_bR_b)$ and
$$\frac{d\ln p_b}{d\ln g_b}=1-\frac{2g_bR_b}{1+g_bR_b}-p_b=\frac{1-g_bR_b}{1+g_bR_b}-p_b .$$
This lies between $-2$ and 1. Over a logarithmic interval $\ln h$, $p_b$ can therefore grow by at most a factor $h^2$ from its starting value. Integrating the response, the change $D_b$ of $\ln G$ on flipping the bond obeys
$$|D_b|\le h^2p_b\ln h .$$

**Sum over bonds.** Reveal the bonds one at a time and let $M_k$ be the mean of $\ln G$ given the first $k$. The increments $M_k-M_{k-1}$ are uncorrelated, so their mean squares add up to the variance. Each increment is a conditional mean of $\ln G$ minus its average over the two values of bond $k$. That difference has magnitude $|D_k|/2$. The square of a mean does not exceed the mean square, so
$$\operatorname{Var}X\le\tfrac14\sum_b\langle D_b^2\rangle .$$
For $n=3$, enumeration gives 0.175 on the left and 0.217 on the right.

**No bond dominates.** Choose an end node of bond $b$ and surround it by square rings of nodes at distance $r$, the larger of the row and column offsets, with $1\le r\le(n-1)/2$. The sample edge may cut a ring, but then by at most one bar and one free edge. Every interior potential is a weighted mean of its neighbours. The extreme potentials inside the ring are therefore reached on the ring or on a bar, and a bar cutting the region also meets the ring. So the range of potential on each ring is at least $|v_b|$.

The highest and lowest nodes of a ring are joined along it by at most $8r$ bonds. By the Cauchy–Schwarz inequality their squared drops sum to at least $v_b^2/(8r)$, so the ring dissipates at least $g_2v_b^2/(8r)$. Different rings share no bonds. Let $m$ be the integer part of $(n-1)/2$. Since $\sum_{r=1}^m1/r\ge\ln(m+1)\ge\ln(n/2)$,
$$G\ge\frac{g_2v_b^2}{8}\ln\frac n2,\qquad p_b\le\frac{8h}{\ln(n/2)}\quad(n\ge3).$$
Because $\sum p_b^2\le\max p_b\sum p_b=\max p_b$, the three results combine to
$$\operatorname{Var}X\le\frac{h^4\ln^2h}{4}\,\frac{8h}{\ln(n/2)}=\frac{2h^5\ln^2h}{\ln(n/2)}\longrightarrow0 .$$
With $\langle X\rangle=0$, Chebyshev's inequality makes $G$ tend to $\sqrt{g_1g_2}$ in probability, and the bracket above makes its arithmetic mean do the same.

This bound proves convergence but is useless as an error bar: for $h=8$ its numerator is about $3\times10^5$. A scaling argument suggests the practical rate. If the power is spread over about $n^2$ bonds, each $p_b$ is of order $1/n^2$ and $\sum p_b^2$ is also of order $1/n^2$. This is an assumption to be tested on the data.

## Extrapolation and its error

Independent samples with $h=8$ give the following means, with one standard error.

| $n$ | $\langle G\rangle/\sqrt{g_1g_2}$ | $\operatorname{Var}X$ |
|---:|---:|---:|
| 6 | 1.0225 ± 0.0030 | 0.0416 |
| 8 | 1.0132 ± 0.0022 | 0.0234 |
| 12 | 1.0057 ± 0.0016 | 0.0099 |
| 16 | 1.0051 ± 0.0014 | 0.0057 |
| 24 | 1.0012 ± 0.0013 | 0.0024 |
| 32 | 1.0003 ± 0.0014 | 0.0015 |

The fitted power of $n$ in the variance is $-2.01$, which supports the assumed rate over this range. A weighted fit with free intercept,
$$\frac{\langle G\rangle}{\sqrt{g_1g_2}}=A+\frac B{n^2},$$
gives $A=1.0002\pm0.0008$ and $B=0.82\pm0.10$. In conductance units the limit is $141.46\pm0.12$ mS, against 141.42 mS from the square root. Chi-squared is 1.9 for four degrees of freedom, so the data show no need for another term. The quoted error is statistical and does not include a possible bias from omitted higher powers.

The slope can also be estimated from the variance of the same sheets. For small $X$ the excess is $\frac12\operatorname{Var}X$. At $n=8$, $n^2\operatorname{Var}X=64\times0.0234=1.50$, so $B$ should be near 0.75, within one standard error of the fit.

Because $\langle X\rangle=0$ by symmetry, this extrapolation tests the disappearance of the spread. A sample with $2n$ rows and $n$ bonds per row is a stronger test of the sheet value, since it is not its own dual shape. A uniform sheet of this shape has $G=2g$, so the quantity to extrapolate is
$$Y_n=\left\langle\ln\frac{G}{2\sqrt{g_1g_2}}\right\rangle .$$
One half of the limit follows from the square result. Removing the vertical bonds between the two middle rows cannot raise $G$ and leaves two $n$ by $n$ samples in parallel, so the limiting ratio cannot be below 1. That it is not above 1 is tested numerically: $Y_n$ falls from 0.029 at $n=8$ to 0.006 at $n=32$. A fit linear in $1/n$ has intercept $-0.0004\pm0.0015$ and slope $0.22\pm0.02$. Chi-squared is 6.7 for three degrees of freedom, a less comfortable fit than the first but not a clear failure.

The slower $1/n$ error is plausibly a boundary effect. Suppose the bars add $\alpha/C$ to the mean logarithm and the free edges add $\beta/R$. Duality reverses the sign of the mean when $R$ and $C$ are exchanged, which requires $\beta=-\alpha$. The terms cancel in a square and leave $\alpha/(2n)$ here. The assumed boundary form is a conjecture; the cancellation follows once it is granted.

## When the discretisation spoils the result

Now let square pixels, rather than bonds, be random. In the continuum, rotating the current field by 90 degrees exchanges zero divergence with zero curl, and the same duality holds. One finite-volume network puts a node in each pixel and joins neighbours through two half-pixels in series, with conductance $2ab/(a+b)$. Between unlike phases this is $2g_1g_2/(g_1+g_2)$. Duality turns it into
$$\frac{g_1g_2}{2g_1g_2/(g_1+g_2)}=\frac{g_1+g_2}{2},$$
whereas exchanging the two pixels' phases leaves the series value unchanged. The network is not self-dual, although the medium is.

The discretisation error is isolated by averaging $X$ over each pixel pattern and its exchanged, transposed partner, for which the continuum mean is zero. On 8 by 8 pixels it is $-0.145$, $-0.076$, $-0.038$ and $-0.019$ with 1, 2, 4 and 8 nodes along each pixel side. The last three values, taken unrounded, are $b_1,b_2,b_3$. If their successive differences form a geometric sequence, the limit is
$$b_3-\frac{(b_3-b_2)^2}{(b_3-b_2)-(b_2-b_1)}=-0.0007 .$$
The three-decimal values above give 0.000 in this formula, and the sequence is only approximately geometric, so the result shows that the limit is within about 0.001 of zero and no more. Enlarging the sheet to 40 by 40 pixels at one node per pixel gives $-0.163$ instead, or 15% below the square root. Subdividing the pixels reduces this error; adding more pixels does not.

The contrast must also not grow too fast with $n$. Let $g_2\to0$ at fixed $n$. If a path of $g_1$ bonds joins the bars, $G$ stays finite and $\tilde G=g_1g_2/G$ vanishes. If none does, a cut made of $g_2$ bonds makes $G$ vanish while $\tilde G$ stays finite. Half of the sheets therefore conduct and half do not, at every size, so $X$ tends to $+\infty$ or $-\infty$ with equal probability and the ratio $G/\sqrt{g_1g_2}$ does not settle in this order of limits. $G$ itself still falls towards zero as $n$ grows, roughly as $1/n$ on the conducting sheets, because the lattice is then at its percolation threshold.

## A mixed tantalum film

Consider a 100 nm tantalum film, half alpha and half beta phase, with rough resistivities of 25 and 200 µΩ·cm. Real values vary with deposition. Dividing by the thickness gives 2.5 and 20 ohm per square, hence the conductances used above and a predicted 7.07 ohm per square (141.4 mS). With an assumed bond spacing of 0.5 µm, a 20 µm pad has $n=40$ and a computed pad-to-pad scatter of 3.0%. The bond lattice is a model morphology, not an image of the grains. The prediction assumes that the in-plane pattern has no preferred direction and treats both phases alike; stripes, or islands of one phase in a continuous matrix of the other, would in general give a different value. It also assumes that each phase extends through the thickness. If the phases instead form two equal layers, they conduct in parallel at 225 mS, or 4.44 ohm per square, 37% below the prediction. Three-dimensional mixing, with domains much smaller than the film thickness, lowers the resistance by about 17% in the standard effective-medium approximation; a film only a few domains thick would show a smaller change.

The corrections that follow are smaller for these inputs. For the bond lattice the computed sensitivity is $d\ln G/dp=2.45$ at $p=1/2$ ($n=24$, step $\pm0.05$; sampling, size and step move it by about 0.03), so an alpha fraction higher by 0.02 changes the resistance by $e^{-0.049}-1=-4.8\%$. Duality does not fix this slope, which can differ somewhat for another pattern.

In a two-terminal reading the contacts add resistance. Under a contact of width $W$ and contact resistivity $\rho_c$, the film voltage $U$ and current per width $j$ obey $dU/dx=-R_sj$ and $dj/dx=-U/\rho_c$, where $R_s$ is the sheet resistance. For a long contact $U$ decays over $L=\sqrt{\rho_c/R_s}$, and the contact resistance is $U(0)/[Wj(0)]=R_sL/W=\sqrt{\rho_cR_s}/W$. With $W=20$ µm and a rough $\rho_c=1$ ohm·µm², $L=0.38$ µm and each contact adds about 0.13 ohm. Two add about 4% to the 7.07 ohm of the square pad. Since $L$ is shorter than the assumed bond spacing, the averaged $R_s$ does not strictly apply under the contact, and this is only a rough estimate. Separate voltage probes avoid this term.

Heating by 60 K, with rough temperature coefficients of $+1000$ and $-150$ ppm/K, multiplies the resistance by $\sqrt{1.060\times0.991}$, a rise of 2.5%. One phase boundary per bond spacing, at a rough 0.001 ohm·µm², adds 0.3% if the boundaries are counted in series with a uniform film of the predicted resistance; this is only an order-of-magnitude estimate for a random pattern. For this film, establishing how the phases are arranged through the thickness matters more than refining the 0.08% statistical error of the extrapolation. The numerical output follows.

## Computed values

```
film thickness 100 nm
alpha, beta resistivity 25, 200 microohm cm
alpha, beta sheet conductance 400.0, 50.0 mS; contrast 8.0
alpha, beta sheet resistance 2.50, 20.00 ohm/sq
square-root law 141.42 mS = 7.071 ohm/sq
5 by 8 duality product minus one -3.0e-15
bridge node potentials 0.64000, 0.36000 of bar voltage
bridge and partner conductance 176.000, 113.636 mS
bridge-pair geometric mean 141.421 mS
n=2: 32 sheets, geometric mean 141.421 mS, arithmetic mean 169.777 mS
n=3: 8192 sheets, geometric mean 141.421 mS, arithmetic mean 154.183 mS
n=3 mean X at alpha fraction 0.3, 0.7: -0.46848, 0.46848
n=3 variance of X 0.17510; flip bound 0.21716
n=6: 5000 sheets, mean G/root 1.02247 +/- 0.00297, var X 0.041631
n=8: 5000 sheets, mean G/root 1.01317 +/- 0.00220, var X 0.023431
n=12: 4000 sheets, mean G/root 1.00574 +/- 0.00159, var X 0.009908
n=16: 3000 sheets, mean G/root 1.00510 +/- 0.00140, var X 0.005726
n=24: 1500 sheets, mean G/root 1.00119 +/- 0.00128, var X 0.002438
n=32: 800 sheets, mean G/root 1.00031 +/- 0.00136, var X 0.001476
square fit: intercept 1.00024 +/- 0.00084, 1/n^2 slope 0.823 +/- 0.100
square fit chi-squared 1.88 for 4 degrees
extrapolated conductance 141.46 +/- 0.12 mS
power of n in var X -2.012
wide n=8: 2500 sheets, mean log ratio 0.02934 +/- 0.00211
wide n=12: 2000 sheets, mean log ratio 0.01486 +/- 0.00157
wide n=16: 1500 sheets, mean log ratio 0.01464 +/- 0.00131
wide n=24: 800 sheets, mean log ratio 0.00981 +/- 0.00127
wide n=32: 500 sheets, mean log ratio 0.00604 +/- 0.00121
wide fit: intercept -0.00035 +/- 0.00145, 1/n slope 0.2216 +/- 0.0227
wide fit chi-squared 6.68 for 3 degrees
8 by 8 pixels, 1 nodes per side: log bias -0.1452
8 by 8 pixels, 2 nodes per side: log bias -0.0757
8 by 8 pixels, 4 nodes per side: log bias -0.0380
8 by 8 pixels, 8 nodes per side: log bias -0.0193
40 by 40 pixels, 1 node per side: log bias -0.1634
subdivision-extrapolated log bias -0.0007
bond spacing 0.5 um, pad side 20 um, n=40
pad-to-pad scatter 3.02 %
d ln G/d fraction: network 2.446, medium 2.475
stacked-film resistance 4.444 ohm/sq
contact resistivity 1.0 ohm um^2, transfer length 0.376 um
resistance of each contact 0.1330 ohm
alpha, beta temperature coefficients 1000, -150 ppm/K
phase-boundary resistivity 0.001 ohm um^2
resistance change, stacked phases: -37.15 %
resistance change, 3D mixing (effective medium): -17.29 %
resistance change, alpha fraction +0.02: -4.77 %
resistance change, two contacts: +3.76 %
resistance change, heating by 60 K: +2.49 %
resistance change, one phase boundary per spacing: +0.28 %
```
